# The White-Bird Potential as the Derivative of a Grid Energy

## The energy on a mesh and its potential

A plane-wave calculation of a molecule on a growing film, or of an interface in a transistor, evaluates the exchange-correlation energy as a sum over the points of a fast-Fourier-transform (FFT) mesh. The Kohn-Sham equations then need the corresponding potential. One could take the potential from continuum functional calculus and evaluate it at the mesh points. The sum would then be one discretization and the potential another, and nothing guarantees that the second is the derivative of the first. If it is not, the self-consistent orbitals in general do not make the computed energy stationary, and the computed forces are in general not the slopes of that energy. The cure is to discretize first and differentiate afterwards.

### The discretized energy

Let a periodic cell of volume $\Omega$ have lattice vectors $\mathbf a_1,\mathbf a_2,\mathbf a_3$ and reciprocal vectors $\mathbf b_a$ with $\mathbf a_a\cdot\mathbf b_b=2\pi\delta_{ab}$. The $N=N_1N_2N_3$ mesh points are $\mathbf r_i=\sum_a (l_a/N_a)\mathbf a_a$ with integer $l_a$. Hartree atomic units are used in the derivation. For a closed shell with density $n_i>0$ at each point,

$$E=\frac{\Omega}{N}\sum_i f(n_i,\sigma_i),\qquad \sigma_i=|\mathbf g_i|^2,\qquad \mathbf g_i=\sum_j\mathbf D_{ij}n_j. \tag{1}$$

Here $f$ is the energy per volume of a gradient-corrected functional, and $\mathbf D$ is a matrix with three Cartesian components that produces the gradient. The variable $\sigma$ is preferable to $|\mathbf g|$, because the derivative of $|\mathbf g|$ with respect to $\mathbf g$ is undefined at $\mathbf g=0$, whereas that of $\sigma$ is $2\mathbf g$.

The FFT gradient follows from the Fourier coefficients $n_{\mathbf G}=N^{-1}\sum_j n_je^{-i\mathbf G\cdot\mathbf r_j}$, with $\mathbf G=\sum_a m_a\mathbf b_a$. Each coefficient is multiplied by $i\tilde{\mathbf G}$ and the series is summed at $\mathbf r_i$:

$$\mathbf D_{ij}=\frac1N\sum_{\mathbf G} i\tilde{\mathbf G}\,e^{i\mathbf G\cdot(\mathbf r_i-\mathbf r_j)}. \tag{2}$$

The multiplier $\tilde{\mathbf G}$ equals $\mathbf G$, except that on an even mesh the unpaired Nyquist index $m_a=-N_a/2$ is replaced by zero. On the mesh this index cannot be told from $+N_a/2$. Giving the two equal weight makes their contributions to the derivative cancel.

With this choice $\tilde{\mathbf G}$ is odd under $m_a\to-m_a$ modulo $N_a$. That relabelling changes $e^{i\mathbf G\cdot\mathbf r}$ into $e^{-i\mathbf G\cdot\mathbf r}$ at every difference $\mathbf r$ of mesh points. Applied to the transposed element, it gives

$$\mathbf D_{ji}=\frac1N\sum_{\mathbf G}i\tilde{\mathbf G}e^{-i\mathbf G\cdot(\mathbf r_i-\mathbf r_j)}
=\frac1N\sum_{\mathbf G}(-i\tilde{\mathbf G})e^{i\mathbf G\cdot(\mathbf r_i-\mathbf r_j)}=-\mathbf D_{ij}. \tag{3}$$

Complex conjugation of (2) changes both the sign of $i$ and the sign of the phase. The same relabelling restores the phase and supplies a second minus sign, so $\mathbf D_{ij}^*=\mathbf D_{ij}$. The matrix is real and antisymmetric.

### Differentiation with respect to one grid density

Change all densities by small independent amounts $dn_j$. Write $f_n=\partial f/\partial n$ and $f_\sigma=\partial f/\partial\sigma$. Since $d\sigma_i=2\mathbf g_i\cdot d\mathbf g_i$,

$$dE=\frac{\Omega}{N}\sum_i\left[f_n(i)\,dn_i+2f_\sigma(i)\,\mathbf g_i\cdot d\mathbf g_i\right]. \tag{4}$$

The gradient is linear in the density, so $d\mathbf g_i=\sum_j\mathbf D_{ij}dn_j$. Define the flux $\mathbf h_i=2f_\sigma(i)\mathbf g_i$. Inserting it and exchanging the two finite sums gives

$$dE=\frac{\Omega}{N}\sum_j\Big[f_n(j)+\sum_i\mathbf D_{ij}\cdot\mathbf h_i\Big]dn_j. \tag{5}$$

A potential on the mesh is defined by $dE=(\Omega/N)\sum_jv_j\,dn_j$, the discrete form of $\int v\,\delta n\,d^3r$. Hence

$$v_j=\frac{N}{\Omega}\frac{\partial E}{\partial n_j}=f_n(j)+\sum_i\mathbf D_{ij}\cdot\mathbf h_i. \tag{6}$$

Equation (6) contains the transpose of $\mathbf D$, because the sum runs over its first index. For the FFT gradient, (3) turns the transpose into a minus sign:

$$v_j=f_n(j)-\sum_i\mathbf D_{ji}\cdot\big(2f_\sigma\mathbf g\big)_i. \tag{7}$$

This is the White-Bird potential. Its last term is minus the discrete divergence of the flux. It resembles the continuum result after integration by parts, but no such integration was made. Two finite sums were exchanged and an antisymmetric matrix was transposed. Nothing required the mesh to be fine, so (7) is the exact derivative of (1) on any finite mesh.

The conditions are visible in the steps. The function $f$ must be differentiable at the grid values. A negative density, for which $n^{4/3}$ is not real, or a threshold that switches the functional off abruptly, violates this. The same $\mathbf D$ must enter energy and potential.

If another linear gradient is used, (6) survives and (7) may not. For the one-sided difference $(Dn)_i=(n_{i+1}-n_i)/a$ on a ring of spacing $a$, the transpose acts as $(D^{\mathsf T}h)_j=(h_{j-1}-h_j)/a$, which is minus the backward difference. Using minus the forward difference instead gives a wrong potential.

For a spin-polarized density, $f$ depends on $n_\uparrow$, $n_\downarrow$ and the products $\sigma_{ss'}=\mathbf g_s\cdot\mathbf g_{s'}$. A change of $n_\uparrow$ gives $d\sigma_{\uparrow\uparrow}=2\mathbf g_\uparrow\cdot d\mathbf g_\uparrow$ and $d\sigma_{\uparrow\downarrow}=\mathbf g_\downarrow\cdot d\mathbf g_\uparrow$. The steps from (4) to (7) then yield

$$v_{\uparrow}=f_{n_\uparrow}-\mathbf D\cdot\left(2f_{\sigma_{\uparrow\uparrow}}\mathbf g_\uparrow+f_{\sigma_{\uparrow\downarrow}}\mathbf g_\downarrow\right). \tag{8}$$

The potential for the other spin follows by exchanging the arrows.

### Where the continuum formula departs

In the continuum the divergence can be worked out by the product rule:

$$v^{\rm exp}=f_n-2f_\sigma\nabla^2n-2\nabla f_\sigma\cdot\nabla n,\qquad
\nabla f_\sigma=f_{n\sigma}\nabla n+f_{\sigma\sigma}\nabla\sigma. \tag{9}$$

Evaluated at mesh points with FFT derivatives of $n$, this expanded form is generally a different potential. It is also not unique on a mesh. The numbers below use $\nabla\sigma=2\sum_b g_b\,\mathbf D g_b$. Applying $\mathbf D$ to $\sigma$ itself gives yet another potential, whose force mismatch in the two-well model below is 1.4 eV/nm instead of 0.11 eV/nm. The product of two functions contains sums of their wavevectors. Those that do not fit on the mesh appear as other, smaller wavevectors, and the FFT derivative then multiplies them by the wrong factor. This is aliasing, and it breaks the product rule.

A case that can be solved by hand shows the mechanism. Take $f=n\sigma$ in one dimension with period $2\pi$, so that $f_n=\sigma$, $f_\sigma=n$, $f_{n\sigma}=1$ and $f_{\sigma\sigma}=0$. The two potentials are

$$v=\sigma-D(2n\,Dn),\qquad v^{\rm exp}=\sigma-2nn''-2(n')^2=-\sigma-2nn''. \tag{10}$$

If $n$ has harmonics up to $M$, the flux $2nn'=(n^2)'$ has harmonics up to $2M$. These lie below the Nyquist index when $2M<N/2$, that is, $N>4M$. Then $D$ differentiates the flux correctly and the potentials agree.

Let $n=2+\cos x+\tfrac12\sin3x$, so $M=3$. The sixth harmonic of $n^2$ comes from $\tfrac14\sin^23x=\tfrac18-\tfrac18\cos6x$. It contributes $\tfrac34\sin6x$ to the flux and $\tfrac92\cos6x$ to the flux derivative. On 12 points, $x_l=\pi l/6$ and $\sin6x_l=0$. The mesh does not see this part of the flux, and the potentials differ by $\tfrac92\cos6x_l=\pm4.5$. On 13 points the difference vanishes.

There is also a limit in which the distinction disappears. For $n=n_0+\delta n$ with constant $n_0$, the flux to first order is $2f_\sigma(n_0,0)\nabla\delta n$. It contains no product of varying functions. For wavevectors below the Nyquist index both potentials therefore have the same first-order gradient term, $-2f_\sigma(n_0,0)\nabla^2\delta n$. Their disagreement starts at second order in the modulation at the earliest, and later if the low-order products still fit on the mesh. For PBE the gradient terms of exchange and correlation cancel at $\sigma=0$, so $f_\sigma(n,0)=0$ for every $n$. The first-order term then vanishes and the disagreement starts no earlier than third order.

A rough density on a coarse mesh is the opposite case. Consider the PBE functional in an oblique cell with lattice vectors $(5,0,0)$, $(1.2,4.6,0)$ and $(0.7,0.9,4.2)$ bohr, a $6\times5\times4$ mesh, and densities drawn at random between 0.1 and 0.4 bohr$^{-3}$. The derivative of (1) can be found point by point by giving one density an imaginary increment $i\epsilon$ and dividing the imaginary part of $E$ by $\epsilon$. For analytic $f$ this involves no subtraction of nearly equal numbers, so $\epsilon$ can be as small as $10^{-20}$. Two precautions are needed: $\sigma$ is continued as $\mathbf g\cdot\mathbf g$ without complex conjugation, and the real and imaginary parts of the density are transformed separately, so that rounding in the FFT does not contaminate the small imaginary part. The largest value of $|v|$ is 22.4 eV. Equation (7) reproduces all 120 derivatives to within $3\times10^{-7}$ eV, while (9) is wrong by up to 1.6 eV.

### Orbitals, stationarity and forces

The potential acts on orbitals. For two electrons in one orbital,

$$\psi_i=\Omega^{-1/2}\sum_{\mathbf G}c_{\mathbf G}e^{i\mathbf G\cdot\mathbf r_i},\qquad n_i=2|\psi_i|^2,\qquad \sum_{\mathbf G}|c_{\mathbf G}|^2=1. \tag{11}$$

Treating $c$ and $c^*$ as independent, $\partial n_i/\partial c^*_{\mathbf G}=2\Omega^{-1/2}e^{-i\mathbf G\cdot\mathbf r_i}\psi_i$. With $\partial E/\partial n_i=(\Omega/N)v_i$,

$$\frac{\partial E}{\partial c^*_{\mathbf G}}=\frac{2\sqrt\Omega}{N}\sum_ie^{-i\mathbf G\cdot\mathbf r_i}v_i\psi_i
=2\sum_{\mathbf G'}V_{\mathbf G\mathbf G'}c_{\mathbf G'},\qquad
V_{\mathbf G\mathbf G'}=\frac1N\sum_iv_ie^{-i(\mathbf G-\mathbf G')\cdot\mathbf r_i}. \tag{12}$$

Multiplying $v$ by $\psi$ on the mesh and transforming back thus gives the right term in the Kohn-Sham equation.

Now add the kinetic energy and an external potential $U_i(\lambda)$, where $\lambda$ is the position of an attracting centre and the plane waves do not depend on $\lambda$. Call the total energy $E_{\rm tot}$ and the Kohn-Sham matrix built with $v$ simply $H$, so that $\partial E_{\rm tot}/\partial c^*=2Hc$. Then, with primes for $d/d\lambda$,

$$\frac{dE_{\rm tot}}{d\lambda}=\frac{\Omega}{N}\sum_in_i\frac{\partial U_i}{\partial\lambda}+4\,{\rm Re}\,c'^\dagger Hc. \tag{13}$$

If $Hc=\varepsilon c$, the last term is $4\varepsilon\,{\rm Re}\,c'^\dagger c=2\varepsilon(c^\dagger c)'=0$ by normalization. The Hellmann-Feynman force $F=-(\Omega/N)\sum_in_i\,\partial U_i/\partial\lambda$ is then minus the slope of the computed energy.

Suppose instead that the orbital was made self-consistent with another potential $w$, such as $v^{\rm exp}$. It obeys $(H-V+W)c=\varepsilon c$, where $W$ is built from $w$ as $V$ is from $v$. Hence $Hc=\varepsilon c+(V-W)c$. Since $n_i'=4\,{\rm Re}\,\psi_i'^*\psi_i$, (13) becomes

$$F+\frac{dE_{\rm tot}}{d\lambda}=\frac{\Omega}{N}\sum_i(v_i-w_i)\frac{dn_i}{d\lambda}. \tag{14}$$

The force mismatch is of first order in the potential error. A constant part of $v-w$ drops out because the electron number is fixed, and so does any Fourier component that matches no difference $\mathbf G-\mathbf G'$ of the orbital basis on the mesh. The energy is less sensitive. Near a stable, nondegenerate minimum the orbital error is linear in $v-w$, and the energy excess is quadratic in the orbital error.

A small model compares the sizes of the two errors. Two electrons without Hartree repulsion, with PBE exchange-correlation, occupy a periodic cell of length $L=0.3175$ nm and square cross-section of side 0.1588 nm. The density varies along $x$ only. The external potential is the sum of two wells of the form $-A\exp\{2[\cos(2\pi(x-x_0)/L)-1]\}$. One has $A=21.77$ eV and $x_0=0$, the other $A=13.61$ eV and $x_0=\lambda=0.1058$ nm. Seven plane waves and 13 mesh points are used, and the equations are iterated to self-consistency.

With (7) the force on the second well is $-113.264$ eV/nm. It cancels the slope, obtained from energies at four displaced positions, to within $7\times10^{-7}$ eV/nm. With (9) the mismatch is 0.11 eV/nm, about 0.1% of the force, while the energy lies only 28 μeV above the White-Bird solution. A small energy error is therefore no evidence of equally small force errors. The mismatch belongs to this coarse mesh: its size falls to 0.04 eV/nm on 15 points and 0.01 eV/nm on 21 points. The force itself is not converged in the basis. On 41 points it is $-113.27$ eV/nm with seven plane waves and $-113.43$ eV/nm with seventeen, a shift larger than the mismatch.

### Ammonia on four meshes

Ammonia is a process gas for nitride films. The example is an isolated molecule with N–H distance 0.102 nm and H–N–H angle 107°, treated with PBE, ccECP pseudopotentials and the matching cc-pVDZ basis. Its valence density is placed in a cubic box of side 0.8 nm, with nitrogen on a mesh point. A uniform density of $10^{-10}$ bohr$^{-3}$ is added to keep all values safely positive.

A second self-consistent density, with all three bonds longer by $\Delta=0.001$ nm, defines the direction

$$\eta_i=\frac{n_i(d+\Delta)-n_i(d)}{\Delta},\qquad S=\left.\frac{d}{dt}E[n+t\eta]\right|_{t=0}=\frac{\Omega}{N}\sum_iv_i\eta_i. \tag{15}$$

The slope $S$ is found from the energy by an imaginary step, and separately from the right-hand sum with each potential. It describes the exchange-correlation energy alone and is not the force on an atom. The density cutoff below is the kinetic energy $\tfrac12(\pi/a)^2$ for mesh spacing $a$, converted to eV. The error is the slope predicted by (9) minus $S$.

| Mesh | Cutoff (eV) | $S$ (eV/nm) | Error of (9) (eV/nm) |
|---|---:|---:|---:|
| $32^3$ | 602 | 329.80 | 6.51 |
| $40^3$ | 940 | 332.40 | 4.22 |
| $48^3$ | 1354 | 331.12 | 4.16 |
| $64^3$ | 2407 | 331.89 | 1.29 |

The White-Bird slope differs from $S$ by about $3\times10^{-6}$ eV/nm on every mesh. This remainder does not follow the mesh. It comes from one constant of the local correlation energy, taken as $(1-\ln2)/\pi^2$ in the coding of PBE that supplied the energy and as 0.0310907 in the coding that supplied the partial derivatives. With the same value in both, the remainder on the $32^3$ mesh falls to rounding level.

The expanded formula errs by $6.51/329.80=2.0\%$ on the coarsest mesh and by $1.29/331.89=0.4\%$ on the finest. A more telling scale is the gradient correction itself. On the $64^3$ mesh the local-density slope for the same densities is 324.07 eV/nm, so gradients contribute $331.89-324.07=7.82$ eV/nm. The error of (9) there is $1.29/7.82=16\%$ of that contribution. These mesh values are not converged to the digits shown: a converged atom-centred grid gives $S=332.19$ eV/nm and a gradient contribution of 8.03 eV/nm, which leaves the ratio at 16%.

Point by point the potentials differ strongly, but mainly in the low-density tail. The density-weighted root-mean-square difference, $[\sum_in_i(v_i-v_i^{\rm exp})^2/\sum_in_i]^{1/2}$, is 53 eV on the $32^3$ mesh and still 9.9 eV on the $64^3$ mesh. More than 99% of the sum comes from points with $n<10^{-4}$ bohr$^{-3}$, and the values depend on the added uniform density: with $10^{-6}$ instead of $10^{-10}$ bohr$^{-3}$ they drop to 25 and 4.3 eV. Over the points with $n>10^{-4}$ bohr$^{-3}$ the difference is 1.6 eV and 0.7 eV.

### What consistency does not provide

An exact derivative of an unconverged energy is still unconverged. The values of $S$ in the table vary by 2.6 eV/nm, although (7) matches each of them.

Nor is translation invariance restored. Moving the molecule rigidly by half a mesh step along $x$ changes $E$ by 12.7, $-1.0$, 34.9 and 9.4 meV on the four meshes in order. This egg-box effect does not fall steadily here. It includes the error of sampling a Gaussian-basis density that the mesh cannot hold: on the $32^3$ mesh the shift changes the electron count by 0.014. A single displacement does not give its full amplitude, so the small value for $40^3$ is no sign of convergence: there, shifts by one quarter and three quarters of a step change $E$ by $+34$ and $-30$ meV, and the slope of $E$ against the shift is about 10 eV/nm at the starting position. The White-Bird potential gives the slope of this spurious energy variation as faithfully as that of the physical one.

The other numerical limits can be sized. On the $64^3$ mesh $E=-98.916$ eV, against $-98.898$ eV from an atom-centred integration grid, a difference of 18 meV. Enlarging the box to 1.0 nm at a fixed spacing of 0.020 nm changes $S$ by 0.12 eV/nm. This is not the missing tail of the density: with analytic gradients on the same points the change is only 0.001 eV/nm, so it enters through the FFT gradient. The error of (9) is more sensitive still. At this spacing it is 4.2, 6.0 and 4.6 eV/nm in boxes of 0.8, 1.0 and 1.2 nm, so the last column of the table and the percentages drawn from it indicate sizes only.

The assumed geometry is close to that of the free molecule. If the orbital cutoff is one quarter of the density cutoff, so that products of two orbitals reach at most the Nyquist index (the mesh holds them all if waves exactly at the cutoff are excluded), the four meshes correspond to about 150, 235, 340 and 600 eV. The densities used here are sampled from Gaussian orbitals and are not limited in this way, so the sizes found above overstate what a plane-wave density gives. If the same orbitals are truncated at those cutoffs, without renormalization or new self-consistency (7.78, 7.96 and 7.99 electrons remain on the $32^3$, $48^3$ and $64^3$ meshes), the error of (9) is 0.08, $-0.05$ and $-0.33$ eV/nm and the half-step energy change is 0.2, $-2.1$ and $-0.6$ meV. The cutoff that a calculation needs depends on the pseudopotential and was not determined here. In a reactor the molecule vibrates, and on a film it binds to a surface. Both change the density and hence $S$, by amounts not computed here. The basis matters: with cc-pVTZ on the $40^3$ mesh, $S$ is 335.95 instead of 332.40 eV/nm and the error of (9) is 1.15 instead of 4.22 eV/nm. The exchange-correlation coupling between core and valence and the error of PBE itself are left out. None of these alters the identity (7), which holds for whatever positive density the mesh carries, provided the functional is differentiable there.
